# The Hartree-Fock antiferromagnetic threshold of the honeycomb Hubbard model: test program

```python
"""
Hartree-Fock antiferromagnetism of the half-filled honeycomb Hubbard model.

Result under test: the critical interaction is U_c = 2 / <1/eps>, about 2.23 t,
with eps = t |1 + exp(ia) + exp(ib)| averaged over a, b in (0, 2 pi).
It is nonzero because the density of states vanishes linearly at eps = 0:
D(eps) = alpha eps / t^2, alpha = 2 / (sqrt(3) pi).
Symbols: t hopping (unit of energy), U on-site repulsion,
m = n_up - n_down on sublattice A, Delta = U m / 2 (half the band gap).
Gap equation: 2/U = <1/sqrt(eps^2 + Delta^2)>.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1


def honeycomb_average(delta):
    """<1/sqrt(eps^2+delta^2)>: one angle by elliptic integral, one by quadrature."""
    def integrand(a):
        u = 2.0 * np.cos(a / 2.0)
        top = delta**2 + (1.0 + u)**2
        return 2.0 / np.pi * ellipkm1((delta**2 + (1.0 - u)**2) / top) / np.sqrt(top)
    node = 2.0 * np.pi / 3.0
    left = quad(integrand, 0.0, node, limit=400, epsabs=1e-11, epsrel=1e-11)[0]
    right = quad(integrand, node, np.pi, limit=400, epsabs=1e-11, epsrel=1e-11)[0]
    return (left + right) / np.pi


def square_average(delta):
    """Same average for the square lattice, eps = 4 |cos p cos q|."""
    def integrand(y):
        x = delta * np.sinh(y)
        top = delta**2 + (4.0 * np.sin(x))**2
        return (2.0 / np.pi)**2 * ellipkm1(delta**2 / top) / np.sqrt(top) \
            * delta * np.cosh(y)
    return quad(integrand, 0.0, np.arcsinh(np.pi / 2.0 / delta), limit=400)[0]


def solve_gap(average, U, lowest):
    return brentq(lambda d: average(d) - 2.0 / U, lowest, U, xtol=1e-13)


def honeycomb_band(L):
    phase = np.exp(2j * np.pi * np.arange(L) / L)
    return np.abs(1.0 + phase[:, None] + phase[None, :])


# Critical interaction: elliptic quadrature against Brillouin-zone sums.
inverse_mean = honeycomb_average(0.0)
U_c = 2.0 / inverse_mean
band_400 = honeycomb_band(400)
sum_400 = np.mean(1.0 / band_400)
sum_800 = np.mean(1.0 / honeycomb_band(800))
# The 1/|q| singularity gives an error proportional to 1/L, removed here.
sum_extrapolated = 2.0 * sum_800 - sum_400
assert abs(sum_extrapolated - inverse_mean) < 1e-4
assert abs(U_c - 2.23) < 0.005

# Linear density of states: count states below a small energy.
alpha = 2.0 / (np.sqrt(3.0) * np.pi)
band_fine = honeycomb_band(2000)
cutoffs = (0.1, 0.2)
counted = [np.mean(band_fine < e) for e in cutoffs]
linear_law = [alpha * e**2 / 2.0 for e in cutoffs]
for c, l in zip(counted, linear_law):
    assert abs(c / l - 1.0) < 0.02
del band_fine

# Estimate of U_c from the linear law alone, cut off by normalization.
cone_cutoff = np.sqrt(2.0 / alpha)
cone_U_c = 2.0 / quad(lambda e: alpha * e / e, 0.0, cone_cutoff)[0]
assert abs(cone_U_c / U_c - 1.0) < 0.06


# Ordered state: gap equation against direct minimization of the energy.
def energy(delta, U):
    return U / 2.0 - 2.0 * np.mean(np.sqrt(band_400**2 + delta**2)) \
        + 2.0 * delta**2 / U


U_example = 3.0
gap_example = solve_gap(honeycomb_average, U_example, 1e-7)
m_example = 2.0 * gap_example / U_example
minimum = minimize_scalar(lambda d: energy(d, U_example), bounds=(0.0, 3.0),
                          method="bounded", options={"xatol": 1e-9})
assert abs(minimum.x - gap_example) < 1e-5
energy_gain = energy(0.0, U_example) - energy(gap_example, U_example)
assert energy_gain > 0.0
U_below = 2.0
assert all(energy(d, U_below) > energy(0.0, U_below)
           for d in (0.02, 0.1, 0.3, 0.6, 1.0, 2.0))

# Linear opening of the gap just above U_c.
threshold = []
for ratio in (1.001, 1.01, 1.1):
    U = ratio * U_c
    exact = solve_gap(honeycomb_average, U, 1e-7)
    law = np.sqrt(3.0) * np.pi * (1.0 / U_c - 1.0 / U)
    threshold.append((ratio, exact, law))
assert abs(threshold[0][1] / threshold[0][2] - 1.0) < 0.01
assert abs(threshold[0][1] / threshold[0][2] - 1.0) \
    < abs(threshold[1][1] / threshold[1][2] - 1.0)

# Contrast: square lattice orders where the honeycomb lattice does not.
square_gaps = {U: solve_gap(square_average, U, 1e-5) for U in (1.0, 2.0)}
k = 2.0 * np.pi * np.arange(1000) / 1000
square_band = 2.0 * (np.cos(k)[:, None] + np.cos(k)[None, :])
square_sum = np.mean(1.0 / np.sqrt(square_band**2 + square_gaps[2.0]**2))
assert abs(square_sum - 1.0) < 1e-6
square_means = [square_average(d) for d in (1e-1, 1e-2, 1e-3)]
honey_means = [honeycomb_average(d) for d in (1e-1, 1e-2, 1e-3)]
assert square_means[2] - square_means[1] > square_means[1] - square_means[0] > 0
assert honey_means[2] - honey_means[1] < honey_means[1] - honey_means[0]

# Periodic real-space cluster: all site-resolved patterns allowed.
L = 5
n_sites = 2 * L * L
hopping = np.zeros((n_sites, n_sites))
for i in range(L):
    for j in range(L):
        site_a = 2 * (i * L + j)
        for p, q in ((i, j), ((i - 1) % L, j), (i, (j - 1) % L)):
            site_b = 2 * (p * L + q) + 1
            hopping[site_a, site_b] = hopping[site_b, site_a] = -1.0
stagger = np.where(np.arange(n_sites) % 2 == 0, 1.0, -1.0)
levels, orbitals = np.linalg.eigh(hopping)
half = n_sites // 2
pairs = (orbitals[:, :half, None] * orbitals[:, None, half:]).reshape(n_sites, -1)
costs = (levels[None, half:] - levels[:half, None]).ravel()
response = 2.0 * (pairs / costs) @ pairs.T
assert np.min(response * np.outer(stagger, stagger)) > -1e-12
modes, patterns = np.linalg.eigh(response)
cluster_band = honeycomb_band(L)
assert abs(modes[-1] - 0.5 * np.mean(1.0 / cluster_band)) < 1e-10
assert abs(abs(patterns[:, -1] @ stagger) / np.sqrt(n_sites) - 1.0) < 1e-8
cluster_U_c = 1.0 / modes[-1]


def unrestricted_hf(U, seed, steps=600):
    """Damped iteration from small random spin and charge densities."""
    rng = np.random.default_rng(seed)
    up = 0.5 + 0.05 * rng.standard_normal(n_sites)
    down = 0.5 + 0.05 * rng.standard_normal(n_sites)
    for _ in range(steps):
        orb_up = np.linalg.eigh(hopping + np.diag(U * down))[1][:, :half]
        orb_down = np.linalg.eigh(hopping + np.diag(U * up))[1][:, :half]
        up = 0.5 * up + 0.5 * np.sum(orb_up**2, axis=1)
        down = 0.5 * down + 0.5 * np.sum(orb_down**2, axis=1)
    return up, down


up, down = unrestricted_hf(0.85 * cluster_U_c, seed=1)
m_cluster_below = np.max(np.abs(up - down))
assert m_cluster_below < 1e-6
U_above = 1.15 * cluster_U_c
up, down = unrestricted_hf(U_above, seed=2)
m_cluster = abs(np.mean(stagger * (up - down)))
gap_cluster = brentq(lambda d: np.mean(1.0 / np.sqrt(cluster_band**2 + d**2))
                     - 2.0 / U_above, 1e-8, U_above, xtol=1e-13)
m_cluster_formula = 2.0 * gap_cluster / U_above
assert abs(m_cluster - m_cluster_formula) < 1e-6
assert np.max(np.abs(np.abs(up - down) - m_cluster)) < 1e-6
assert np.max(np.abs(up + down - 1.0)) < 1e-6

print("All energies in units of the hopping t")
print(f"<t/eps>, elliptic quadrature: {inverse_mean:.6f} (dimensionless)")
print(f"<t/eps>, zone sum 400 x 400: {sum_400:.6f} (dimensionless)")
print(f"<t/eps>, zone sum 800 x 800: {sum_800:.6f} (dimensionless)")
print(f"<t/eps>, extrapolated zone sums: {sum_extrapolated:.6f} (dimensionless)")
print(f"Critical interaction U_c: {U_c:.5f} t")
print(f"Slope alpha of density of states: {alpha:.5f} (D = alpha eps/t^2)")
for e, c, l in zip(cutoffs, counted, linear_law):
    print(f"Fraction of states below {e:.1f} t: counted {c:.6f}, linear law {l:.6f}")
print(f"Cone estimate of U_c: {cone_U_c:.4f} t")
print(f"Cone estimate relative to U_c: {100*(cone_U_c/U_c-1):.2f} percent above")
print(f"Example interaction U: {U_example:.1f} t")
print(f"  Delta from gap equation: {gap_example:.5f} t")
print(f"  Delta from energy minimum: {minimum.x:.5f} t")
print(f"  full band gap 2 Delta: {2*gap_example:.5f} t")
print(f"  staggered moment m: {m_example:.5f} (n_up - n_down)")
print(f"  energy gain per cell: {energy_gain:.5f} t")
print(f"Interaction tested below U_c: {U_below:.1f} t, lowest energy at Delta = 0")
for ratio, exact, law in threshold:
    print(f"U/U_c = {ratio:.3f}: Delta = {exact:.6f} t, linear law {law:.6f} t")
for U, gap in square_gaps.items():
    print(f"Square lattice, U = {U:.1f} t: Delta = {gap:.5f} t")
for d, h, s in zip((1e-1, 1e-2, 1e-3), honey_means, square_means):
    print(f"<t/E> at Delta = {d:.3f} t: honeycomb {h:.5f}, square {s:.5f}")
print(f"Cluster size: {n_sites} sites")
print(f"Cluster critical interaction: {cluster_U_c:.5f} t")
print(f"Cluster largest response eigenvalue: {modes[-1]:.5f} 1/t")
print(f"Cluster second response eigenvalue: {modes[-2]:.5f} 1/t")
print(f"Cluster at 0.85 of its critical U: largest |m| = {m_cluster_below:.1e}")
print(f"Cluster at 1.15 of its critical U: m = {m_cluster:.6f} (iteration)")
print(f"Cluster at 1.15 of its critical U: m = {m_cluster_formula:.6f} (gap equation)")
print("success")
```

Running it gives:

```
All energies in units of the hopping t
<t/eps>, elliptic quadrature: 0.896441 (dimensionless)
<t/eps>, zone sum 400 x 400: 0.895210 (dimensionless)
<t/eps>, zone sum 800 x 800: 0.895828 (dimensionless)
<t/eps>, extrapolated zone sums: 0.896447 (dimensionless)
Critical interaction U_c: 2.23105 t
Slope alpha of density of states: 0.36755 (D = alpha eps/t^2)
Fraction of states below 0.1 t: counted 0.001837, linear law 0.001838
Fraction of states below 0.2 t: counted 0.007395, linear law 0.007351
Cone estimate of U_c: 2.3327 t
Cone estimate relative to U_c: 4.56 percent above
Example interaction U: 3.0 t
  Delta from gap equation: 0.66616 t
  Delta from energy minimum: 0.66616 t
  full band gap 2 Delta: 1.33231 t
  staggered moment m: 0.44410 (n_up - n_down)
  energy gain per cell: 0.03213 t
Interaction tested below U_c: 2.0 t, lowest energy at Delta = 0
U/U_c = 1.001: Delta = 0.002436 t, linear law 0.002437 t
U/U_c = 1.010: Delta = 0.024132 t, linear law 0.024148 t
U/U_c = 1.100: Delta = 0.222488 t, linear law 0.221722 t
Square lattice, U = 1.0 t: Delta = 0.05976 t
Square lattice, U = 2.0 t: Delta = 0.37608 t
<t/E> at Delta = 0.100 t: honeycomb 0.85965, square 1.68559
<t/E> at Delta = 0.010 t: honeycomb 0.89276, square 3.30001
<t/E> at Delta = 0.001 t: honeycomb 0.89607, square 5.45155
Cluster size: 50 sites
Cluster critical interaction: 2.41896 t
Cluster largest response eigenvalue: 0.41340 1/t
Cluster second response eigenvalue: 0.29672 1/t
Cluster at 0.85 of its critical U: largest |m| = 6.7e-16
Cluster at 1.15 of its critical U: m = 0.362151 (iteration)
Cluster at 1.15 of its critical U: m = 0.362151 (gap equation)
success
```
